# Thermal tunnelling through a parabolic barrier and where its rate factor fails

A particle of mass \(m\) meets a potential barrier whose top is the inverted parabola

\[
V(x)=V_0-\tfrac12 m\omega^2x^2 .
\]

In parts (a) to (e) the energy \(E\) is measured from the barrier top, so tunnelling means \(E<0\). The exact transmission probability of the parabola is taken as given:

\[
P(E)=\frac{1}{1+e^{-2\pi E/\hbar\omega}} .
\]

The numerical check checks it against a direct numerical solution of the wave equation at five energies between \(-\hbar\omega\) and \(\hbar\omega\). The reactants are in thermal equilibrium at temperature \(T\), and motion along \(x\) is separable from all other motions. Two dimensionless variables are used:

\[
e=\frac{E}{\hbar\omega},\qquad u=\frac{\hbar\omega}{kT}.
\]

An exponential is written \(e^{(\dots)}\); the letter \(e\) standing alone, or inside an exponent, is the reduced energy.

## (a) The thermal flux as an integral

**Question.** Express the ratio \(\kappa\) of the quantum to the classical thermal flux as an integral over \(e\). For which \(u\) does it converge?

**Solution.** On the reactant side, the number of states per unit length in a momentum interval \(dp\) is \(dp/2\pi\hbar\). Each is occupied with probability \(e^{-(V_0+E)/kT}/Q\), where \(Q\) is the reactant partition function for energies counted from the barrier foot. The particles arrive with velocity \(dE/dp\), and a fraction \(P(E)\) crosses. The flux is therefore

\[
J=\frac{e^{-V_0/kT}}{Q}\int \frac{dp}{2\pi\hbar}\,\frac{dE}{dp}\,P(E)\,e^{-E/kT}
=\frac{e^{-V_0/kT}}{2\pi\hbar Q}\int P(E)\,e^{-E/kT}\,dE .
\]

The velocity has cancelled the density of states. Separable motions contribute the same factor with and without tunnelling, so they drop out of the ratio.

In the classical case \(P\) is 0 below the top and 1 above it, and the integral is \(\int_0^\infty e^{-E/kT}dE=kT\). With the same \(Q\) in both fluxes,

\[
\kappa=\frac1{kT}\int_{-\infty}^{\infty}P(E)\,e^{-E/kT}\,dE
=u\int_{-\infty}^{\infty}\frac{e^{-ue}}{1+e^{-2\pi e}}\,de\equiv u\,I(u).
\]

The lower limit is an assumption. Reactants have no energies below the foot of a real barrier, at \(E=-V_0\). Replacing \(-V_0\) by \(-\infty\) is harmless only if the added range contributes little.

For \(e\to+\infty\) the integrand tends to \(e^{-ue}\), which is integrable for \(u>0\). For \(e\to-\infty\) the 1 in the denominator is negligible, and the integrand tends to \(e^{(2\pi-u)e}\). This decays downward only if \(u<2\pi\). The integral thus converges for \(0<u<2\pi\), and since the integrand is positive, it is infinite for \(u\ge2\pi\).

## (b) Evaluating the integral

**Question.** Find \(\kappa(u)\) in closed form for \(0<u<2\pi\).

**Solution.** Let

\[
f(z)=\frac{e^{-uz}}{1+e^{-2\pi z}} .
\]

The denominator is unchanged when \(z\) increases by \(i\), while the numerator gains a constant factor:

\[
f(z+i)=e^{-iu}f(z).
\]

This suggests integrating counterclockwise around the rectangle with corners \(-R,\;R,\;R+i,\;-R+i\). As \(R\to\infty\) the lower side gives \(I\). The upper side is traversed from right to left and gives \(-e^{-iu}I\).

The vertical sides have length 1. On the right one, \(|f|\le e^{-uR}/(1-e^{-2\pi R})\), which vanishes for \(u>0\). On the left one, \(|f|\le e^{uR}/(e^{2\pi R}-1)\), which vanishes for \(u<2\pi\). These are the two convergence conditions again.

Poles of \(f\) lie where \(e^{-2\pi z}=-1\), that is at \(z=i/2\) plus any integer multiple of \(i\). Only \(z=i/2\) is inside. There the derivative of the denominator is \(-2\pi e^{-2\pi z}=-2\pi(-1)=2\pi\), so the residue is \(e^{-iu/2}/2\pi\). The residue theorem gives

\[
I\,(1-e^{-iu})=2\pi i\,\frac{e^{-iu/2}}{2\pi}=i\,e^{-iu/2}.
\]

Since \(1-e^{-iu}=e^{-iu/2}(e^{iu/2}-e^{-iu/2})=2i\,e^{-iu/2}\sin(u/2)\), division yields \(I=1/[2\sin(u/2)]\), and

\[
\boxed{\;\kappa=\frac{u/2}{\sin(u/2)},\qquad 0<u<2\pi\;}
\]

For small \(s=u/2\), \(\sin s=s(1-s^2/6+\dots)\), so

\[
\kappa=1+\frac{s^2}{6}+\dots=1+\frac{u^2}{24}+\dots
\]

The classical flux is recovered at high temperature, and the leading correction is positive.

At the other end of the interval \(\sin(u/2)\to0\) and \(\kappa\) diverges. The temperature at which \(u=2\pi\) is

\[
T_c=\frac{\hbar\omega}{2\pi k}.
\]

## (c) Which energies carry the flux?

**Question.** Find the most probable and the mean energy of the crossing particles, and follow both as \(u\to2\pi\).

**Solution.** The logarithm of the integrand is \(-ue-\ln(1+e^{-2\pi e})\). Its derivative,

\[
-u+\frac{2\pi e^{-2\pi e}}{1+e^{-2\pi e}}=-u+\frac{2\pi}{1+e^{2\pi e}},
\]

falls steadily with \(e\), so its single zero is a maximum:

\[
e_{\rm peak}=\frac1{2\pi}\ln\!\left(\frac{2\pi}{u}-1\right).
\]

The mean follows by differentiating under the integral, which brings down a factor \(-e\):

\[
\langle e\rangle=-\frac{d\ln I}{du}=\frac{d}{du}\ln\sin\frac u2=\frac12\cot\frac u2 .
\]

For small \(u\) the mean is \(1/u\), or \(kT\) above the top, as in the classical flux. At \(u=\pi\), which is \(T=2T_c\), the peak and the mean both lie at the top.

Now put \(\delta=2\pi-u\) and let \(\delta\to0\). Then \(\cot(u/2)=\cot(\pi-\delta/2)=-\cot(\delta/2)\), so \(\langle e\rangle\approx-1/\delta\). The peak sinks only logarithmically, as \(\ln(\delta/2\pi)/2\pi\). The mean runs far ahead of the peak because the distribution grows a long, slowly decaying tail toward low energy.

## (d) The origin of the pole

**Question.** Which part of the transmission probability produces the divergence at \(u=2\pi\)?

**Solution.** Expand \(P\) as a geometric series on each side of the top:

\[
P=\sum_{n=1}^{\infty}(-1)^{n-1}e^{2\pi ne}\quad(e<0),\qquad
P=\sum_{n=0}^{\infty}(-1)^{n}e^{-2\pi ne}\quad(e>0).
\]

Term-by-term integration is allowed. The error after any number of terms is smaller in magnitude than the first omitted term, and the integral of that term tends to zero as \(n\) grows. With the weight \(u\,e^{-ue}\), the terms integrate to

\[
\frac{(-1)^{n-1}u}{2\pi n-u}\quad(e<0),\qquad \frac{(-1)^n u}{2\pi n+u}\quad(e>0).
\]

The \(n=0\) term equals 1, the classical flux. Pairing the others,

\[
\kappa=1+\sum_{n=1}^{\infty}(-1)^{n-1}\left[\frac{u}{2\pi n-u}-\frac{u}{2\pi n+u}\right]
=1+\sum_{n=1}^{\infty}\frac{(-1)^{n-1}\,2u^2}{4\pi^2n^2-u^2}.
\]

At \(u=2\pi\) a single piece is singular, the first one with \(n=1\):

\[
u\int_{-\infty}^0 e^{2\pi e}e^{-ue}\,de=\frac{u}{2\pi-u}=\frac{T_c}{T-T_c}.
\]

It comes from \(P\approx e^{2\pi e}\), the leading exponential of deep tunnelling. The pole therefore says nothing about particles near the top. It arises because the Boltzmann factor grows downward as \(e^{u|e|}\), the transmission falls as \(e^{-2\pi|e|}\), and at \(u=2\pi\) the two rates are equal.

The remaining contributions cancel in this limit: at \(u=2\pi\) the range above the top gives \(+\ln2\), and the rest of the range below the top gives \(-\ln2\). Since \(\sin(u/2)=\sin(\delta/2)\),

\[
\kappa=\frac{u/2}{\sin(\delta/2)}=\frac u\delta\left(1+\frac{\delta^2}{24}+\dots\right),
\]

and the difference from \(u/\delta\) is about \(u\delta/24\). At \(\delta=0.02\) the numerical integral is 313.1645 and the tail alone gives 313.1593.

## (e) At the pole and beyond it

**Question.** Cut the integral off at \(e=-D\). What does it give at \(u=2\pi\), and what do the negative values of the formula mean for \(2\pi<u<4\pi\)?

**Solution.** Call the cut-off quantity \(\kappa_D\). At \(u=2\pi\) the integrand has an elementary antiderivative:

\[
\kappa_D=2\pi\int_{-D}^{\infty}\frac{e^{-2\pi e}}{1+e^{-2\pi e}}\,de
=\Big[-\ln(1+e^{-2\pi e})\Big]_{-D}^{\infty}=\ln(1+e^{2\pi D})\approx2\pi D .
\]

Well below the top, each equal slice of energy contributes the same amount, so the integral grows linearly with depth. For \(D=4\) and \(D=8\) it is 25.13 and 50.27.

For \(2\pi<u<4\pi\), let \(c=u-2\pi>0\) and separate the leading tail:

\[
\kappa_D=u\int_{-D}^0e^{-ce}\,de+R_D(u)=\frac{u\,(e^{cD}-1)}{c}+R_D(u).
\]

Here \(R_D\) contains the range \(e>0\) and, for \(e<0\), the difference \(P-e^{2\pi e}=-e^{4\pi e}/(1+e^{2\pi e})\). Because this difference falls as \(e^{4\pi e}\), \(R_D\) has a finite limit \(R_\infty(u)\) for all \(0<u<4\pi\), and that limit is analytic in \(u\). For \(u<2\pi\), parts (b) and (d) give

\[
R_\infty(u)=\frac{u/2}{\sin(u/2)}-\frac{u}{2\pi-u}.
\]

The poles on the right cancel at \(2\pi\). Both sides are then analytic on the whole interval, so the equality extends to \(u<4\pi\). There \(-u/(2\pi-u)=+u/c\), which cancels the \(-u/c\) in \(\kappa_D\):

\[
\kappa_D=\frac{u\,e^{cD}}{c}+\frac{u/2}{\sin(u/2)}+\text{(a term vanishing as }e^{-(4\pi-u)D}).
\]

The continued formula is what remains after a positive term that grows without limit has been dropped. That is how a positive integrand can be associated with a negative number. This number is not a rate factor.

## (f) Why a real barrier has no pole

**Question.** Interpret the balance at \(T_c\) mechanically, and compare the parabola with the barrier \(V=V_0\,\mathrm{sech}^2(x/a)\) of equal curvature at the top.

**Solution.** In the semiclassical approximation, transmission well below a barrier top is \(P\approx e^{-W/\hbar}\), with

\[
W=2\int\sqrt{2m(V-E)}\,dx
\]

taken between the turning points, with \(V\) and \(E\) counted from the same zero. For the parabola count both from the top, so that \(V-E=|E|-\tfrac12 m\omega^2x^2\); then \(W\) is the area of an ellipse in the \((x,p)\) plane with semi-axes \(\sqrt{2|E|/m\omega^2}\) and \(\sqrt{2m|E|}\):

\[
W=\pi\sqrt{\frac{2|E|}{m\omega^2}}\sqrt{2m|E|}=\frac{2\pi|E|}{\omega}.
\]

This reproduces the tail \(e^{2\pi e}\). Differentiating \(W\) gives a time,

\[
\tau=-\frac{dW}{dE}=2\int\frac{m\,dx}{\sqrt{2m(V-E)}},
\]

the period of oscillation in the upturned potential \(-V\). The moving end points add nothing, since the integrand of \(W\) vanishes there. The thermal integrand is \(e^{-E/kT-W/\hbar}\), and the slope of its exponent is \(-1/kT+\tau/\hbar\). It is stationary where

\[
\tau(E)=\frac{\hbar}{kT}.
\]

The parabola is harmonic when upturned, so \(\tau=2\pi/\omega\) at every depth. At \(T=T_c\) the condition holds at all depths at once, and an unlimited range of energies contributes equally.

For the \(\mathrm{sech}^2\) barrier, measure the energy \(\epsilon\) from the foot. The curvature at the top is \(-2V_0/a^2\), and equating it to \(-m\omega^2\) gives \(a^2=2V_0/m\omega^2\). With \(s=\sinh(x/a)\), \(\mathrm{sech}^2(x/a)=1/(1+s^2)\) and \(dx=a\,ds/\sqrt{1+s^2}\), so the roots of \(1+s^2\) cancel:

\[
\tau=\sqrt{2m}\int\frac{dx}{\sqrt{V-\epsilon}}
=\sqrt{2m}\,a\int\frac{ds}{\sqrt{V_0-\epsilon-\epsilon s^2}}
=\frac{\pi a\sqrt{2m}}{\sqrt\epsilon}=\frac{2\pi}{\omega}\sqrt{\frac{V_0}{\epsilon}} .
\]

The period lengthens downward, so transmission falls ever faster with depth and eventually beats the Boltzmann growth. For \(T<T_c\) the stationary condition selects one energy,

\[
\epsilon_{\rm peak}=V_0\left(\frac{T}{T_c}\right)^2 .
\]

It is a maximum, because \(\tau\) decreases with \(\epsilon\). For \(T>T_c\) the condition has no solution below the top. The semiclassical integrand then rises all the way to the top, where \(e^{-W/\hbar}\) is not accurate. Around \(2T_c\) most of the flux comes from this region and the full \(P\) is needed; at still higher temperature the flux moves above the top and \(\kappa\) tends to 1. Just above \(T_c\) the rise is slow, and for a high barrier a wide range of energies below the top still carries most of the flux, as in part (d).

Integrating \(\tau\) from \(\epsilon\) to \(V_0\), where \(W=0\), gives \(W=(4\pi V_0/\omega)(1-\sqrt{\epsilon/V_0})\). At \(T_c\) the exponent relative to the top is then

\[
-\frac{2\pi}{\hbar\omega}\left(\epsilon-V_0\right)-\frac W\hbar=-\frac{2\pi}{\hbar\omega}\left(\sqrt{V_0}-\sqrt\epsilon\right)^2\approx-\frac{\pi(V_0-\epsilon)^2}{2V_0\hbar\omega}.
\]

The flat integrand of the parabola has become half of a Gaussian. With \(y=(V_0-\epsilon)/\hbar\omega\) and \(v=V_0/\hbar\omega\), the leading estimate for a high barrier is

\[
\kappa(T_c)\approx2\pi\int_0^\infty e^{-\pi y^2/2v}\,dy=\pi\sqrt{2v}.
\]

It is finite for finite \(V_0\) and grows without limit as \(V_0\to\infty\) at fixed \(\omega\), which restores the pole.

Finiteness does not depend on this estimate or on the barrier shape. If energies start at a foot a height \(V_0\) below the top, then \(P\le1\) gives

\[
\kappa=\frac{1}{kT}\int_0^\infty P\,e^{-(\epsilon-V_0)/kT}\,d\epsilon\le e^{V_0/kT}.
\]

## (g) Numbers

**Question.** Take \(\hbar\omega\) equivalent to 1000 cm\(^{-1}\) and a \(\mathrm{sech}^2\) barrier of height 4000 cm\(^{-1}\), so \(v=4\). Where is the parabolic factor usable?

**Solution.** These are round model parameters. With \(hc/k=1.43878\) K per cm\(^{-1}\),

\[
T_c=\frac{1438.78\ \text{K}}{2\pi}=228.99\ \text{K}.
\]

At 300 K, \(u=1438.78/300=4.796\) and \(\kappa=2.398/\sin(2.398)=3.54\). The table adds the mean energy of the parabolic flux, measured from the top, and the factor of the \(\mathrm{sech}^2\) barrier from a numerical solution of its wave equation.

| \(T\) (K) | \(u\) | \(\kappa\), parabola | mean (cm\(^{-1}\)) | \(\kappa\), sech² |
|---|---|---|---|---|
| 1000 | 1.439 | 1.092 | 571 | 1.106 |
| 500 | 2.878 | 1.451 | 66 | 1.463 |
| 300 | 4.796 | 3.54 | −544 | 3.06 |
| 250 | 5.755 | 11.0 | −1849 | 5.60 |
| 230 | 6.256 | 226 | −36185 | 8.42 |

At 1000 K the expansion \(1+u^2/24=1.086\) is close to the full factor. At 300 K it gives 1.96, about 45% below the parabolic value.

At the two highest temperatures the \(\mathrm{sech}^2\) factor is about 1% above the parabolic one; these numbers do not isolate the cause. At 300 K the parabola is 16% too high relative to the \(\mathrm{sech}^2\) barrier, at 250 K about twice too high, and at 230 K 27 times.

The mean energy at 230 K shows what has gone wrong: it lies some 36000 cm\(^{-1}\) below the top of a barrier only 4000 cm\(^{-1}\) high. By the tail of part (d), the share of parabolic flux from below the foot is close to \(e^{-(2\pi-u)v}\) near the pole. With \(2\pi-u=0.028\) this is about 0.9 at 230 K. With \(2\pi-u=0.528\) it is about 0.12 at 250 K. Near the pole, a necessary condition for using the parabola is therefore

\[
(2\pi-u)\,\frac{V_0}{\hbar\omega}\gg1 .
\]

Far from the pole it is not required: since \(P<e^{2\pi e}\), the share from below the foot is at most \(u\,e^{-(2\pi-u)v}/[(2\pi-u)\kappa]\), which is small at small \(u\) whatever the height. Both factors are then near 1, although their small excesses over 1 need not agree: for \(v=4\) at \(50\,T_c\) the \(\mathrm{sech}^2\) excess is about three times \(u^2/24\). Nor is the condition sufficient. At 300 K the product is about 6 and less than 1% of the parabolic flux comes from below the foot, yet the factor is 16% too large. At 250 K, where the product is only about 2, the missing foot accounts for only about an eighth of the parabolic flux, yet the factor is twice too large, so the shape of the barrier above its foot matters as well.

Nothing singular happens to the \(\mathrm{sech}^2\) barrier at \(T_c\), where \(\kappa=8.63\). Doubling its height at fixed \(\omega\) raises this to 12.11. The estimate \(\pi\sqrt{2v}\) gives 8.89 and 12.57, which are 3% and 4% above the numerical values. Two heights are too few to show the approach to the high-barrier limit, but the ratio 1.40 is near the predicted \(\sqrt2\).

At 200 K, \(u=7.194\) and the continued formula gives \(-8.18\). The parabolic integral cut off at \(D=4\) is 293.56, the sum of the growing term 301.74 and that negative remainder, as part (e) requires. The \(\mathrm{sech}^2\) barrier has \(\kappa=22.7\), and its flux peaks 3040 cm\(^{-1}\) above the foot. The semiclassical rule gives \(4000\,(200/228.99)^2=3051\) cm\(^{-1}\). The agreement is worse just below \(T_c\), where the peak lies too near the top for \(e^{-W/\hbar}\) to hold: at 220 K the peak is at 3461 cm\(^{-1}\) against 3692 cm\(^{-1}\) from the rule. The rule also fails at low temperature, where the peak approaches the foot: the true peak energy exceeds it by about 5% at 20 K and by a factor of about 2 at 5 K.

Thus, for the \(\mathrm{sech}^2\) barrier, whose period lengthens steadily with depth, \(T_c\) is the temperature below which the semiclassical rule places the flux peak at a tunnelling energy under the top. This does not hold for every shape. For \(V=V_0\,e^{-(x/a)^2-2(x/a)^4}\), which has the same curvature at the top, the period first shortens to 0.865 of \(2\pi/\omega\), and \(\tau=\hbar/kT\) has solutions deep under the top up to about \(1.16\,T_c\); for a high barrier of this shape the flux peak sits at the deep solution up to somewhat above \(1.1\,T_c\). For the \(\mathrm{sech}^2\) barrier of height \(4\hbar\omega\) the change is gradual: most of the flux already passes below the top at 300 K, and the peak moves down smoothly through \(T_c\). The infinite rate factor belongs to the parabola without a floor.

## Calculated quantities

```
barrier wavenumber: 1000 cm^-1
hc/k: 1.43878 K per cm^-1
crossover temperature Tc: 228.99 K
Parabolic transmission, e = E/(hbar omega), dimensionless:
  e = -1.0: wave equation 0.00186, formula 0.00186
  e = -0.5: wave equation 0.04143, formula 0.04142
  e =  0.0: wave equation 0.49999, formula 0.50000
  e =  0.5: wave equation 0.95858, formula 0.95858
  e =  1.0: wave equation 0.99814, formula 0.99814
Parabola; energies from the barrier top in cm^-1:
  T = 1000 K: u = 1.4388, kappa = 1.0918, integral = 1.0918
    share below top = 0.1979, peak = 193.2 cm^-1, mean = 570.8 cm^-1
    1 + u^2/24 = 1.0863, sech^2 barrier kappa = 1.1056
  T = 500 K: u = 2.8776, kappa = 1.4514, integral = 1.4514
    share below top = 0.4510, peak = 26.8 cm^-1, mean = 66.4 cm^-1
    1 + u^2/24 = 1.3450, sech^2 barrier kappa = 1.4628
  T = 300 K: u = 4.7959, kappa = 3.5422, integral = 3.5422
    share below top = 0.7942, peak = -186.3 cm^-1, mean = -543.6 cm^-1
    1 + u^2/24 = 1.9584, sech^2 barrier kappa = 3.0578
  T = 250 K: u = 5.7551, kappa = 11.0259, integral = 11.0259
    share below top = 0.9361, peak = -380.2 cm^-1, mean = -1849.4 cm^-1
    1 + u^2/24 = 2.3801, sech^2 barrier kappa = 5.5977
  T = 230 K: u = 6.2556, kappa = 226.3815, integral = 226.3815
    share below top = 0.9969, peak = -863.0 cm^-1, mean = -36185.4 cm^-1
    1 + u^2/24 = 2.6305, sech^2 barrier kappa = 8.4180
high-temperature coefficient from integral: 0.041679 (1/24 = 0.041667)
at 2 pi - u = 0.02: integral 313.1645, tail alone 313.1593
Parabola with energy floor D (units of hbar omega), u = 2 pi:
  D = 4: integral = 25.1327
  D = 8: integral = 50.2655
  D = 16: integral = 100.5310
T = 200 K: u = 7.1939, continued formula = -8.1790
  integral with floor D = 4: 293.5624
  growing term with D = 4: 301.7414
sech^2 height: 4000 cm^-1
  kappa at Tc: 8.6289
  kappa at 200 K: 22.6934
  flux peak at 200 K, from foot: 3040 cm^-1
  semiclassical peak V0 (T/Tc)^2: 3051 cm^-1
sech^2 height 8000 cm^-1: kappa at Tc = 12.1144
```
